# Goldstone Magnon in Adiabatic LSDA and the Spurious Gap from Truncation

## Result

Take a collinear, self-consistent Kohn–Sham ground state without spin–orbit coupling or an external magnetic field. Let $m=n_\uparrow-n_\downarrow$ be its magnetization density and $2b=h_\uparrow-h_\downarrow$ the difference of its two Kohn–Sham Hamiltonians. The adiabatic LSDA transverse kernel is

$$f(\mathbf r,\mathbf r')=\frac{b(\mathbf r)}{m(\mathbf r)}\,\delta(\mathbf r-\mathbf r'),\qquad (1)$$

and with it the transverse response has a pole at $\omega=0$ for wave vector $q=0$:

$$(1-\chi_0(0)f)\,m=0 .\qquad (2)$$

If the ground state is also stable against transverse spin rotations, the lowest spin-flip excitation energy, which is the magnon wherever it lies below the single-pair continuum, obeys $0\le\omega(q)\le Nq^2/2M$, with $N$ the electron number and $M=\int m>0$. The magnon is then gapless.

Which truncation spoils this needs care. A finite orbital basis shared by both spins leaves (2) intact if all its orbitals enter the response. If the ground state is stable and the common rotation of all spins is its only zero mode, dropping pairs of overlapping up and down orbitals from the response opens a positive gap, whereas truncating the representation of the kernel can shift the mode either way.

## Conventions and kernel

Hartree atomic units are used. Orbitals $\varphi_i$ (spin up) and $\varphi_j$ (spin down) have energies $\varepsilon_i,\varepsilon_j$ and occupations $f_i,f_j$ equal to 0 or 1. Every occupied level, of either spin, lies below every empty one. Electrons and moments are counted in a periodic supercell, or in the whole atom.

In LSDA $E_{xc}=\int e(n,|\mathbf m|)$, so the exchange-correlation field is parallel to $\mathbf m$:

$$\mathbf b=\frac{\partial e}{\partial|\mathbf m|}\,\frac{\mathbf m}{|\mathbf m|}.$$

Tilt $\mathbf m=(0,0,m)$ to $(\delta m_x,\delta m_y,m)$. Its length changes only at second order, so the prefactor $(\partial e/\partial|\mathbf m|)/|\mathbf m|=b/m$ stays fixed at first order and $\delta b_{x,y}=(b/m)\,\delta m_{x,y}$. This is (1). At ordinary densities the exchange-correlation field lowers the majority spin, so $f\le0$; this sign is assumed below. Parametrized correlation can violate it at extremely low densities. As a check, a second difference of the LSDA energy density under a small tilt, at $n=0.3$ and $m=0.1$ bohr$^{-3}$, gives $-0.60645$ hartree bohr$^3$, equal to $b/m$ in all printed digits.

With $\sigma^\pm=(\sigma_x\pm i\sigma_y)/2$ and $b_\pm=b_x\pm ib_y$, a transverse field enters as

$$b_x\sigma_x+b_y\sigma_y=b_+\sigma^-+b_-\sigma^+ .$$

The magnetization $m_+=m_x+im_y$ is twice the expectation value of $\sigma^+$. A field $b_+e^{-i\omega t}$ therefore drives the density-matrix elements $P_{ji}$ between a down state $j$ and an up state $i$, and positive $\omega$ means an up-to-down flip.

## First derivation: sum over states

The equation of motion $i\dot\rho=[h,\rho]$, linearized, reads

$$\omega P_{ji}=(\varepsilon_j-\varepsilon_i)P_{ji}+(f_i-f_j)\langle j|b_+|i\rangle .\qquad (3)$$

The last term is the $ji$ element of $[b_+\sigma^-,\rho_0]$. Solving for $P_{ji}$ and inserting it in $m_+(\mathbf r)=2\sum_{ij}\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)P_{ji}$ gives

$$(\chi_0(\omega)b_+)(\mathbf r)=2\sum_{ij}(f_i-f_j)\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\langle j|b_+|i\rangle}{\omega+\varepsilon_i-\varepsilon_j}.\qquad (4)$$

Now take the ground-state field $b$ itself as the perturbation. Let $h_\uparrow$ act to the right on $\varphi_i$ and $h_\downarrow$ to the left on $\varphi_j$:

$$\langle j|h_\uparrow|i\rangle=\varepsilon_i\langle j|i\rangle,\qquad \langle j|h_\downarrow|i\rangle=\varepsilon_j\langle j|i\rangle .$$

Here $\langle j|i\rangle$ is the overlap of the spatial orbitals. Subtraction gives

$$2\langle j|b|i\rangle=(\varepsilon_i-\varepsilon_j)\langle j|i\rangle .\qquad (5)$$

At $\omega=0$ this cancels the denominator of (4), which is nonzero because an occupied and an empty level are never equal:

$$\chi_0(0)b=\sum_{ij}(f_i-f_j)\,\varphi_i^*\varphi_j\langle j|i\rangle .$$

In the $f_i$ term the sum over all $j$ is free, and completeness gives $\sum_j\varphi_j\langle j|i\rangle=\varphi_i$. In the $f_j$ term the sum over all $i$ gives $\sum_i\varphi_i^*\langle j|i\rangle=\varphi_j^*$. Hence

$$\chi_0(0)b=\sum_if_i|\varphi_i|^2-\sum_jf_j|\varphi_j|^2=m .\qquad (6)$$

The interacting response solves $m_+=\chi_0(b_{\rm ext}+fm_+)$. Since $fm=b$, equation (6) gives $\chi_0(0)fm=m$, which is (2): the profile $m$ sustains itself at zero frequency without an external field.

## Second derivation: rotating the ground state

Let $U_\theta=e^{-i\theta\sigma_y/2}$ rotate all spins by the same angle, and let $\rho$ be the self-consistent density matrix, so that $[h[\rho],\rho]=0$. The kinetic, external and Hartree terms do not involve spin, and $E_{xc}$ depends on $\mathbf m$ through its length. Therefore

$$h[U_\theta\rho U_\theta^\dagger]=U_\theta h[\rho]U_\theta^\dagger ,$$

and the rotated density matrix commutes with its own Hamiltonian for every $\theta$. Differentiation at $\theta=0$ gives

$$[h,\delta\rho]+[\delta h,\rho]=0,\qquad \delta\rho=-\tfrac i2[\sigma_y,\rho].\qquad (7)$$

Here $\delta h$ is the change of the Kohn–Sham Hamiltonian caused by $\delta\rho$, which is what the adiabatic kernel supplies. Equation (7) is thus the linearized equation of motion without an external field, with $\omega=0$.

To identify the mode, write $-i\sigma_y/2=(\sigma^--\sigma^+)/2$. Only $\sigma^-$ leads from up to down, so

$$\delta\rho_{ji}=\tfrac12(f_i-f_j)\langle j|i\rangle .$$

The rotation produces $\delta m_x=m$ and $\delta b_x=b$, the same pair of functions as in (6).

This route also shows what a real magnetic field does. Add $B_0\sigma_z$ to $h$, with $B_0<0$ so that up is favoured. The external term does not rotate with the spins. Because $\rho$ commutes with $\sigma_z$, the remaining part of $h$ still commutes with $\rho$, and its contribution still cancels as in (7). What is left is $B_0[\sigma_z,\delta\rho]$, whose $ji$ element is $-2B_0\delta\rho_{ji}$. The mode moves to $\omega=2|B_0|$, the Larmor energy. That gap is physical.

## What each derivation assumes

The first derivation needs completeness in both spin channels, a nonzero energy difference for each contributing pair, and a kernel with $fm=b$, where $b$ is the field that generated the orbitals. It never uses the kernel away from zero frequency, so a frequency-dependent kernel with the same static action on $m$ would keep the pole. It also shows which pairs carry the cancellation, and so what is lost when some are missing.

The second derivation needs a rotation-invariant functional, a self-consistent ground state, a kernel obtained from that same functional, and an orbital space that spin rotations map into itself. It needs neither a sum over states nor locality, so it covers adiabatic approximations beyond LSDA. It does not give the size of the error when a condition is broken.

Both explain why a common finite orbital basis is harmless. In the first, completeness is applied only to orbitals lying inside the basis, where the full set of eigenvectors is complete. In the second, a spatial basis multiplied by both spin states is closed under spin rotation. If the two spins use different spatial bases, $\sum_j\varphi_j\langle j|i\rangle$ is only the projection of $\varphi_i$ on the down basis, and the proof fails.

## From the zero mode to a gapless magnon

Insert $b_+=fm_+$ into (3) and keep the pairs with $s_{ji}=f_i-f_j=\pm1$. Multiplication by $s$ gives

$$AP=\omega sP,\qquad A=|\varepsilon_j-\varepsilon_i|\,\mathbb 1+K,\qquad K_{ji,j'i'}=2\int\varphi_j^*\varphi_i\,f\,\varphi_{j'}\varphi_{i'}^* .\qquad (8)$$

The first term of $A$ is diagonal, with one entry per pair; $s(\varepsilon_j-\varepsilon_i)=|\varepsilon_j-\varepsilon_i|$ because occupied levels lie below empty ones. The zero mode is $P^0_{ji}=s_{ji}\langle j|i\rangle$. By completeness its norm is

$$\langle P^0|s|P^0\rangle=\sum_{ij}(f_i-f_j)|\langle j|i\rangle|^2=N_\uparrow-N_\downarrow=M .$$

Stability against transverse rotations means $A\ge0$. For $A>0$, the Hermitian matrix $A^{-1/2}sA^{-1/2}$ has eigenvalues $1/\omega$. Its largest eigenvalue is the maximum of $\langle P|s|P\rangle/\langle P|A|P\rangle$, so the lowest positive root is

$$\omega_{\min}=\min_{\langle P|s|P\rangle>0}\frac{\langle P|A|P\rangle}{\langle P|s|P\rangle}.\qquad (9)$$

If $A$ has a null vector, add a small positive constant to it and let that constant vanish.

At finite $q$ try $P_{ji}=s_{ji}\langle j|e^{iqx}|i\rangle$. Its norm is again $M$. For occupied up states the orbital energies contribute

$$\sum_if_i\left[\langle i|e^{-iqx}h_\downarrow e^{iqx}|i\rangle-\varepsilon_i\right]=\frac{N_\uparrow q^2}{2}+q\sum_if_i\langle p_x\rangle_i-2\int b\,n_\uparrow ,$$

because $e^{-iqx}p_x^2e^{iqx}=(p_x+q)^2$ and $h_\downarrow=h_\uparrow-2b$. Occupied down states contribute

$$\frac{N_\downarrow q^2}{2}-q\sum_jf_j\langle p_x\rangle_j+2\int b\,n_\downarrow .$$

Each momentum sum vanishes, since without spin–orbit coupling and currents each spin channel is time-reversal symmetric. The total is $Nq^2/2-2\int bm$. For the kernel, completeness gives $\sum\varphi_j\varphi_i^*P_{ji}=m\,e^{iqx}$, so $\langle P|K|P\rangle=2\int fm^2=2\int bm$. The exchange-correlation terms cancel, and (9) yields

$$0\le\omega(q)\le\frac{N}{M}\,\frac{q^2}{2}.\qquad (10)$$

The orbital space must here also be closed under multiplication by $e^{iqx}$, as plane waves with the same reciprocal vectors at $k$ and $k+q$ are. The potentials must be local: a nonlocal pseudopotential does not commute with $e^{iqx}$ and adds a term to (10). The bound concerns the lowest positive root. In a metal where $q$ connects the up and down Fermi surfaces, that root is a single-pair (Stoner) excitation, and (10) then does not bound the magnon. The numerical example of (10) below has $N=M$. Without stability, the minimum in (9) is still the lowest root if all $s=1$. For mixed signs the argument above no longer applies, and the upper bound is not guaranteed. A mode of positive norm with negative $\omega(q)$ would signal a spiral of lower energy.

## Dropping orbitals

Keep some pairs and drop the rest, and split $P^0=P_{\rm k}+P_{\rm d}$ accordingly. The truncated problem minimizes (9) over fewer vectors. Its root cannot be negative, and it cannot rise when pairs are restored.

Suppose $P^0$ is the only null vector of $A$. A kept vector with $\langle A\rangle=0$ is then a null vector, because $A\ge0$, so it is proportional to $P^0$. This requires $P_{\rm d}=0$. The gap is therefore strictly positive as soon as one dropped pair has $\langle j|i\rangle\ne0$.

Its size follows from $AP^0=0$, which gives $AP_{\rm k}=-AP_{\rm d}$. Projecting on $P_{\rm k}$ and on $P_{\rm d}$ in turn shows that

$$\langle P_{\rm k}|A|P_{\rm k}\rangle=-\langle P_{\rm k}|A|P_{\rm d}\rangle=\langle P_{\rm d}|A|P_{\rm d}\rangle .$$

Use $P_{\rm k}$ as the trial vector. Since $f\le0$ makes $\langle P_{\rm d}|K|P_{\rm d}\rangle\le0$, that term can be dropped from an upper bound:

$$\omega_{\rm gap}\le\frac{\sum_{\rm dropped}|\varepsilon_j-\varepsilon_i|\,|\langle j|i\rangle|^2}{\sum_{\rm kept}s_{ji}|\langle j|i\rangle|^2},\qquad (11)$$

provided the denominator is positive. The gap thus comes from the different shapes of up and down orbitals. If they had the same shapes, only pairs with the same spatial orbital would overlap, and dropping others would cost nothing.

## Changing the kernel

Let $f\to f+\delta f$, so that $K$ changes by $\delta K$. Projecting $(A+\delta K)P=\omega sP$ on $P^0$ removes $A$. To first order $P$ may be replaced by $P^0$:

$$\omega\simeq\frac{\langle P^0|\delta K|P^0\rangle}{M}=\frac2M\int\delta f\,m^2 .\qquad (12)$$

No sign is built in. For a kernel from a different functional, with field $b'$, the shift is $(2/M)\int(b'-b)m$. An unconverged ground state, whose output field differs from the input field, gives an error of the same form.

A truncated Fourier representation of the kernel is another such change. Its crudest form keeps only the cell averages of $f$ and of the pair densities. Consider a fully polarized system with one electron per cell and Dirac exchange, for which $f\propto-n^{-2/3}$. Write $n=\bar n(1+\delta)$, with $\delta$ averaging to zero. To second order

$$\overline{(1+\delta)^{-2/3}}=1+\tfrac59\overline{\delta^2},\qquad \overline{(1+\delta)^{4/3}}=1+\tfrac29\overline{\delta^2}.$$

The first average enters the truncated kernel, the second the full one. Inserted in (12), their difference gives the first-order shift $-\tfrac23|b|\,\overline{\delta^2}$, with $b$ taken at the mean density: averaging overweights the low-density regions, where $|f|$ is large. This is not the whole effect of order $\overline{\delta^2}$. The kernel change also couples $P^0$ to other pairs at order $\delta$, and in second-order perturbation theory this coupling lowers the mode further, again in proportion to $\overline{\delta^2}$. For weak modulation both parts push the mode below zero.

## A fully polarized wire

The wire has lattice constant 4 bohr, a flat cross-section of 1 bohr$^2$ and one electron per cell. The sum of external and Hartree potentials is a prescribed cosine of amplitude 0.05 hartree, and exchange is spin-polarized Dirac exchange at the three-dimensional density. Correlation is left out. The mean density, 0.25 bohr$^{-3}$, gives a spin splitting $(6\times0.25/\pi)^{1/3}=0.78$ hartree; the self-consistent cell average is 0.77 hartree, or 21 eV.

The response (4) agrees with diagonalization in a small transverse field to $3\times10^{-8}$, relative to the largest response. With all bands kept, the $q=0$ mode vanishes to within $3\times10^{-10}$ meV for 11 plane waves and equally for 3, as expected for a common basis.

At $q=0.01$ and $0.02$, in units of $2\pi/a$ with $a$ the lattice constant, the magnon lies at 1.120 and 4.480 meV. The ratio is 4.00, as a quadratic law requires. The bound (10) at the first point is 3.357 meV, so the actual stiffness is about one third of the bounding one. At the zone boundary the energy is 1.55 eV, below the 2.80 eV obtained by extending the quadratic law, $1.120\ \text{meV}\times50^2$.

With one spin-down band the gap at $q=0$ is 510 meV (bound 749 meV). Two bands leave 66 meV, three 2.4 meV and five $1.2\times10^{-4}$ meV. The 510 meV is only $0.51/21=2.4\%$ of the spin splitting, yet it exceeds the true magnon energy at $q=0.10$, which is 111 meV. These truncated values belong to a mesh of 20 $k$ points. With 80 or more points the one-band gap settles at 483 meV (bound 715 meV, 2.3% of the splitting) and the three-band gap at 2.5 meV; the two- and five-band values keep the digits shown.

The cell-averaged kernel puts the mode at $-1038$ meV; the first-order shift is $-935$ meV. For the small-modulation formula, take half the density range as a cosine amplitude: $(0.3745-0.1388)/(2\times0.25)=0.47$, hence $\overline{\delta^2}\approx0.11$. With $|b|\approx0.39$ hartree at the mean density this gives about $-0.79$ eV, a rough estimate of the first-order shift. Here all $s=1$, so a negative root is a negative eigenvalue of $A$: a false instability. With kernel harmonics up to 1, 2 and 3 the mode lies at $-10.5$, $+0.0022$ and $-0.00002$ meV, so both signs occur. Harmonics up to 10 suffice for every pair density of 11 plane waves, and the shift vanishes to rounding.

## A partially polarized atom

A free nitrogen atom in LSDA (Dirac exchange, Perdew–Wang correlation) with the cc-pVTZ basis tests the case where both flip directions enter. It has no magnon band; its zero mode is the rotation of the total spin, the one-site counterpart of the $q=0$ magnon. Relativity and xc effects beyond adiabatic LSDA are left out.

There are 30 orbitals per spin, with 5 up and 2 down occupied, hence $5\times28+2\times25=190$ pairs. The bare $2p$ flip costs $-0.1528+0.3029=0.1501$ hartree, or 4.08 eV, and the kernel must cancel it. With all pairs the mode is at 0.0000 meV, although the basis is finite. Keeping only orbitals of negative energy leaves 15 pairs and a gap of 229 meV, 5.6% of the bare flip. Cutoffs of 1 and 4 hartree leave 10.1 and 3.2 meV. The bounds (11) are 277, 10.8 and 3.3 meV, so here the bound tightens as the cutoff rises. The premises hold: $A$ has one zero eigenvalue and the next lies near 2.4 eV. These numbers belong to cc-pVTZ and are not basis-converged. With aug-cc-pVQZ the bare flip is 4.02 eV, the 15-pair gap is 299 meV (7.5%), and the cutoffs of 1 and 4 hartree leave 28 and 1.8 meV.

An exchange-only kernel on the same ground state moves the mode to $-1.262$ eV; formula (12) gives $-1.260$ eV (with aug-cc-pVQZ, $-1.258$ and $-1.255$ eV). Since $b'-b$ is then minus the correlation field, the negative sign says that, weighted with $m$, correlation opposes the exchange splitting in this atom. Omitting it from the kernel alone overcorrects the flip energy. The numerical output below lists the full set of values.

## Computed results

```
WIRE: fully polarized, spin-polarized Dirac exchange
lattice constant 4.0 bohr, cross-section 1.0 bohr^2
potential amplitude 0.05 hartree, k points 20, plane waves 11
line density min, max: 0.1388, 0.3745 bohr^-1
mean spin splitting -2b: 0.7715 hartree
chi0: sum over states vs spinor, relative error 2.8e-08
max |chi0 b - m|: 3.1e-14 bohr^-1
q=0 mode,  3 plane waves, all bands: -1.0e-10 meV
q=0 mode, 11 plane waves, all bands: -2.5e-10 meV
q = 0.01 (2pi/a): magnon     1.120 meV, bound     3.357 meV
q = 0.02 (2pi/a): magnon     4.480 meV, bound    13.428 meV
q = 0.05 (2pi/a): magnon    27.937 meV, bound    83.927 meV
q = 0.10 (2pi/a): magnon   110.821 meV, bound   335.707 meV
q = 0.25 (2pi/a): magnon   645.678 meV, bound  2098.169 meV
q = 0.50 (2pi/a): magnon  1551.470 meV, bound  8392.676 meV
omega/q^2 at the smallest q: 0.1669 hartree bohr^2
spin-down bands  1: gap 5.101e+02 meV, bound 7.490e+02 meV
spin-down bands  2: gap 6.616e+01 meV, bound 8.356e+01 meV
spin-down bands  3: gap 2.412e+00 meV, bound 2.549e+00 meV
spin-down bands  5: gap 1.174e-04 meV, bound 1.251e-04 meV
spin-down bands 11: gap -2.451e-10 meV, bound 0.000e+00 meV
one band, q = 0.01 (2pi/a): 501.255 meV
cell-averaged kernel, first-order shift: -935.292 meV
kernel harmonics up to  0: q=0 mode -1.038e+03 meV
kernel harmonics up to  1: q=0 mode -1.046e+01 meV
kernel harmonics up to  2: q=0 mode 2.246e-03 meV
kernel harmonics up to  3: q=0 mode -1.716e-05 meV
kernel harmonics up to 10: q=0 mode 1.656e-10 meV
LSDA kernel at n=0.3, m=0.1 bohr^-3: tilt -0.60645, b/m -0.60645 hartree bohr^3
NITROGEN ATOM: LSDA (Dirac exchange, Perdew-Wang), cc-pVTZ
total energy -54.128879 hartree, spin moment 3.00000
2p energies up, down: -0.3029, -0.1528 hartree
2<j|b|i> = (e_i-e_j)<j|i>, max error 4.0e-10 hartree
orbital cutoff 0.0 hartree,  15 pairs: gap 228.9236 meV, bound 276.8846 meV
orbital cutoff 1.0 hartree,  53 pairs: gap 10.1474 meV, bound 10.7691 meV
orbital cutoff 4.0 hartree, 148 pairs: gap 3.2479 meV, bound 3.3024 meV
orbital cutoff inf hartree, 190 pairs: gap 0.0000 meV, bound 0.0000 meV
exchange-only kernel: mode at -1262.12 meV
its first-order shift: formula -1260.02 meV, numerical slope -1260.04 meV
```
